# Why energy differences need a lower plane-wave cutoff than total energies: a numerical check

```python
# Result under test: the plane-wave cutoff error of a 1D dimer is nearly twice
# that of its atom, so binding and stretching energies have much smaller errors.
# Atom: v(x) = -A exp(-x^2/2a^2) - B exp(-x^2/2b^2), independent electrons,
# two in the compact even orbital ("core"), one in the odd orbital ("valence").
# Dimer: sites at +-R/2; both core combinations and the lowest valence orbital
# are doubly occupied. Hartree atomic units; no ion-ion repulsion.
# A cutoff error is (energy at the cutoff) - (energy at the reference cutoff).
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import physical_constants

A, a = 4.0, 0.3
B, b = 0.6, 2.0
CELL = 40.0
R_BOND, R_LONG = 5.0, 6.0
REF_CUT = 200.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def potential_ft(q, separation):
    """Fourier transform of the potential; separation None means one atom."""
    root = np.sqrt(2 * np.pi)
    one = -A * a * root * np.exp(-(a * q) ** 2 / 2)
    one = one - B * b * root * np.exp(-(b * q) ** 2 / 2)
    if separation is None:
        return one
    return one * 2 * np.cos(q * separation / 2)


def hamiltonian(cut, separation, parity):
    """Matrix in normalized cosines (parity +1) or sines (parity -1)."""
    m_max = int(np.floor(np.sqrt(2 * cut) * CELL / (2 * np.pi)))
    m = np.arange(0 if parity > 0 else 1, m_max + 1)
    q = 2 * np.pi * m / CELL
    v = potential_ft(q[:, None] - q[None, :], separation)
    v = v + parity * potential_ft(q[:, None] + q[None, :], separation)
    v = v / CELL
    if parity > 0:
        v[0, :] /= np.sqrt(2)
        v[:, 0] /= np.sqrt(2)
    return q, np.diag(q ** 2 / 2) + v


def levels(cut, separation):
    """Atom: core, valence. Dimer: even core, odd core, valence."""
    even = eigh(hamiltonian(cut, separation, 1)[1], eigvals_only=True)
    odd = eigh(hamiltonian(cut, separation, -1)[1], eigvals_only=True)
    if separation is None:
        return np.array([even[0], odd[0]])
    return np.array([even[0], odd[0], even[1]])


def orbital(separation, parity, index):
    q, h = hamiltonian(REF_CUT, separation, parity)
    energy, vectors = eigh(h)
    return q, h, energy[index], vectors[:, index]


occ_atom = np.array([2.0, 1.0])
occ_dimer = np.array([2.0, 2.0, 2.0])
atom_ref = levels(REF_CUT, None)
bond_ref = levels(REF_CUT, R_BOND)
long_ref = levels(REF_CUT, R_LONG)
E_atom = occ_atom @ atom_ref
E_bond = occ_dimer @ bond_ref
E_long = occ_dimer @ long_ref
binding = 2 * E_atom - E_bond
assert binding > 0 and atom_ref[1] < 0

# Converged dimer levels from an independent real-space grid.
h_grid = 0.005
x_fd = np.arange(-CELL / 2 + h_grid, CELL / 2 - h_grid / 2, h_grid)
v_fd = np.zeros_like(x_fd)
for site in (-R_BOND / 2, R_BOND / 2):
    d = x_fd - site
    v_fd += -A * np.exp(-d**2 / (2 * a**2)) - B * np.exp(-d**2 / (2 * b**2))
fd = eigh_tridiagonal(1 / h_grid**2 + v_fd,
                      np.full(len(x_fd) - 1, -0.5 / h_grid**2),
                      eigvals_only=True, select="i", select_range=(0, 2))
fd_deviation = np.max(np.abs(fd - bond_ref))
assert fd_deviation < 3e-4  # second-order grid error

# Cutoff scan.
cuts = np.arange(10.0, 71.0, 1.0)
atom_err = np.array([levels(c, None) - atom_ref for c in cuts])
bond_err = np.array([levels(c, R_BOND) - bond_ref for c in cuts])
long_err = np.array([levels(c, R_LONG) - long_ref for c in cuts])
assert min(atom_err.min(), bond_err.min(), long_err.min()) > -1e-10
total_err = bond_err @ occ_dimer
binding_err = 2 * atom_err @ occ_atom - total_err
stretch_err = long_err @ occ_dimer - total_err
binding_ratio = np.abs(binding_err) / total_err
stretch_ratio = np.abs(stretch_err) / total_err
assert binding_ratio.max() < 0.25
assert stretch_ratio.max() < 0.25
# The gain is a small prefactor: the relative remainder does not vanish.
assert binding_ratio[cuts >= 40].max() > 1e-3

# Split of the binding error into core and valence parts.
core_part = 4 * atom_err[:, 0] - 2 * (bond_err[:, 0] + bond_err[:, 1])
valence_part = 2 * (atom_err[:, 1] - bond_err[:, 2])
use = cuts >= 15
core_mismatch = np.abs(core_part) / (4 * atom_err[:, 0])
assert core_mismatch[use].max() < 0.05
core_rms = np.sqrt(np.mean((core_part / total_err)[use] ** 2))
valence_rms = np.sqrt(np.mean((valence_part / total_err)[use] ** 2))
assert valence_rms > core_rms

# Variational error against the bound built from the missing components.
q_even, h_atom, e_core, c_core = orbital(None, 1, 0)
bound_ratio = []
for cut, error in zip(cuts, atom_err[:, 0]):
    tail = np.where(q_even**2 / 2 > cut, c_core, 0.0)
    bound = tail @ h_atom @ tail - e_core * (tail @ tail)
    bound /= 1 - tail @ tail
    assert error <= bound + 1e-10
    bound_ratio.append(error / bound)
bound_ratio = np.array(bound_ratio)
assert bound_ratio[use].min() > 0.75
assert bound_ratio[cuts >= 40].min() > 0.90

# Interference of the two sites predicted from the isolated atom only.
weight = (q_even**2 / 2 - e_core) * c_core**2
predicted = np.array([
    np.sum((weight * np.cos(q_even * R_BOND))[q_even**2 / 2 > c])
    / np.sum(weight[q_even**2 / 2 > c]) for c in cuts])
measured = ((bond_err[:, 0] - bond_err[:, 1])
            / (bond_err[:, 0] + bond_err[:, 1]))
deviation = (measured - predicted)[use]
interference_rms = np.sqrt(np.mean(measured[use] ** 2))
assert np.max(np.abs(deviation)) < 0.08
assert np.sqrt(np.mean(deviation**2)) < 0.5 * interference_rms

# Missing kinetic energy in the dimer and in two atoms.
atom_orbitals = [(2, orbital(None, 1, 0)), (1, orbital(None, -1, 0))]
bond_orbitals = [(2, orbital(R_BOND, 1, 0)), (2, orbital(R_BOND, -1, 0)),
                 (2, orbital(R_BOND, 1, 1))]


def missing_kinetic(orbitals, cut):
    return sum(n * np.sum((q**2 / 2 * c**2)[q**2 / 2 > cut])
               for n, (q, _, _, c) in orbitals)


kin_cuts = (20.0, 40.0)
kin_two = [2 * missing_kinetic(atom_orbitals, c) for c in kin_cuts]
kin_dimer = [missing_kinetic(bond_orbitals, c) for c in kin_cuts]
for two, dimer in zip(kin_two, kin_dimer):
    assert abs(dimer / two - 1) < 0.25

# High-q amplitudes rebuilt from the narrow wells alone, by quadrature.
x = -CELL / 2 + CELL * np.arange(4096) / 4096


def source_mismatch(state, sites):
    """Relative norm of the misfit for 20 <= q^2/2 <= 60; even states."""
    q, _, energy, c = state
    basis = np.sqrt(2 / CELL) * np.cos(np.outer(q, x))
    basis[0] /= np.sqrt(2)
    psi = c @ basis
    narrow = sum(-A * np.exp(-(x - s)**2 / (2 * a**2)) for s in sites)
    source = basis @ (narrow * psi) * (CELL / len(x))
    pick = (q**2 / 2 >= 20) & (q**2 / 2 <= 60)
    rebuilt = -source[pick] / (q[pick]**2 / 2 - energy)
    return np.linalg.norm(rebuilt - c[pick]) / np.linalg.norm(c[pick])


misfit_core = source_mismatch(atom_orbitals[0][1], [0.0])
misfit_valence = source_mismatch(bond_orbitals[2][1],
                                 [-R_BOND / 2, R_BOND / 2])
assert misfit_core < 0.10 and misfit_valence < 0.10


def cutoff_needed(errors, tolerance=1e-3):
    """Smallest scanned cutoff from which the error stays in tolerance."""
    bad = np.where(np.abs(errors) > tolerance)[0]
    first = 0 if len(bad) == 0 else bad[-1] + 1
    assert first < len(cuts)
    return cuts[first]


need_total = cutoff_needed(total_err)
need_binding = cutoff_needed(binding_err)
need_stretch = cutoff_needed(stretch_err)
assert need_binding < need_total and need_stretch < need_total

print(f"narrow well: A = {A} hartree, a = {a} bohr")
print(f"broad well: B = {B} hartree, b = {b} bohr")
print(f"cell = {CELL} bohr, R = {R_BOND} and {R_LONG} bohr")
print(f"reference cutoff = {REF_CUT} hartree")
print(f"atom core, valence levels = {atom_ref[0]:.5f}, "
      f"{atom_ref[1]:.5f} hartree")
print("dimer levels (even core, odd core, valence) = "
      + ", ".join(f"{e:.5f}" for e in bond_ref) + " hartree")
print(f"largest deviation from real-space levels = {fd_deviation:.1e} hartree")
print(f"total energy: atom {E_atom:.5f}, dimer {E_bond:.5f} hartree")
print(f"binding energy = {binding:.5f} hartree = "
      f"{binding * HARTREE_EV:.3f} eV")
print(f"stretching energy = {E_long - E_bond:.5f} hartree")
print("Errors in millihartree: dimer total, binding, stretching; "
      "then |binding|/total")
shown = [int(np.where(cuts == c)[0][0]) for c in (10, 15, 20, 30, 40, 50)]
for i in shown:
    print(f"cutoff {cuts[i]:.0f} hartree: {1e3 * total_err[i]:.4f}, "
          f"{1e3 * binding_err[i]:.4f}, {1e3 * stretch_err[i]:.4f}; "
          f"{binding_ratio[i]:.4f}")
print(f"largest |binding|/total, 10-70 hartree = {binding_ratio.max():.4f}")
print(f"largest |stretching|/total, 10-70 hartree = {stretch_ratio.max():.4f}")
print("cutoff for 1 millihartree (total, binding, stretching) = "
      f"{need_total:.0f}, {need_binding:.0f}, {need_stretch:.0f} hartree")
print("Per-electron core errors in millihartree: atom, dimer even, dimer odd; "
      "then interference I measured, predicted")
for i in shown[1:5]:
    print(f"cutoff {cuts[i]:.0f} hartree: {1e3 * atom_err[i, 0]:.4f}, "
          f"{1e3 * bond_err[i, 0]:.4f}, {1e3 * bond_err[i, 1]:.4f}; "
          f"{measured[i]:.3f}, {predicted[i]:.3f}")
print("Per-electron valence errors in millihartree: atom, dimer; "
      "then core part, valence part of binding error")
for i in shown[1:5]:
    print(f"cutoff {cuts[i]:.0f} hartree: {1e3 * atom_err[i, 1]:.4f}, "
          f"{1e3 * bond_err[i, 2]:.4f}; {1e3 * core_part[i]:.4f}, "
          f"{1e3 * valence_part[i]:.4f}")
print(f"largest relative core mismatch, 15-70 hartree = "
      f"{core_mismatch[use].max():.5f}")
print(f"rms core, valence part / total error, 15-70 hartree = "
      f"{core_rms:.5f}, {valence_rms:.5f}")
print(f"rms interference I, 15-70 hartree = {interference_rms:.3f}")
print(f"largest |I measured - I predicted| = {np.abs(deviation).max():.3f}")
for i in (shown[1], shown[2], shown[4]):
    print(f"atomic core error / tail bound at {cuts[i]:.0f} hartree = "
          f"{bound_ratio[i]:.4f}")
for cut, two, dimer in zip(kin_cuts, kin_two, kin_dimer):
    print(f"missing kinetic energy at {cut:.0f} hartree: two atoms "
          f"{1e3 * two:.4f}, dimer {1e3 * dimer:.4f} millihartree, "
          f"ratio {dimer / two:.4f}")
print(f"narrow-well source misfit: atomic core {misfit_core:.4f}, "
      f"dimer valence {misfit_valence:.4f}")
print("every check passed")
```

It prints:

```
narrow well: A = 4.0 hartree, a = 0.3 bohr
broad well: B = 0.6 hartree, b = 2.0 bohr
cell = 40.0 bohr, R = 5.0 and 6.0 bohr
reference cutoff = 200.0 hartree
atom core, valence levels = -2.26153, -0.20924 hartree
dimer levels (even core, odd core, valence) = -2.29191, -2.29096, -0.37738 hartree
largest deviation from real-space levels = 1.0e-05 hartree
total energy: atom -4.73230, dimer -9.92051 hartree
binding energy = 0.45591 hartree = 12.406 eV
stretching energy = 0.20082 hartree
Errors in millihartree: dimer total, binding, stretching; then |binding|/total
cutoff 10 hartree: 185.3469, 0.6805, -1.4433; 0.0037
cutoff 15 hartree: 69.6801, 0.0633, -0.9860; 0.0009
cutoff 20 hartree: 24.0048, 0.3962, -0.1131; 0.0165
cutoff 30 hartree: 4.4116, 0.0333, -0.0084; 0.0075
cutoff 40 hartree: 1.0496, 0.0212, 0.0108; 0.0202
cutoff 50 hartree: 0.2327, 0.0062, 0.0036; 0.0267
largest |binding|/total, 10-70 hartree = 0.0269
largest |stretching|/total, 10-70 hartree = 0.0387
cutoff for 1 millihartree (total, binding, stretching) = 41, 14, 15 hartree
Per-electron core errors in millihartree: atom, dimer even, dimer odd; then interference I measured, predicted
cutoff 15 hartree: 16.5267, 12.8590, 19.9687; -0.217, -0.220
cutoff 20 hartree: 5.7445, 5.4911, 5.9237; -0.038, -0.043
cutoff 30 hartree: 1.0401, 0.8244, 1.2438; -0.203, -0.207
cutoff 40 hartree: 0.2501, 0.2397, 0.2576; -0.036, -0.040
Per-electron valence errors in millihartree: atom, dimer; then core part, valence part of binding error
cutoff 15 hartree: 1.8183, 2.0124; 0.4516, -0.3883
cutoff 20 hartree: 0.7115, 0.5875; 0.1482, 0.2480
cutoff 30 hartree: 0.1422, 0.1377; 0.0242, 0.0091
cutoff 40 hartree: 0.0352, 0.0275; 0.0058, 0.0154
largest relative core mismatch, 15-70 hartree = 0.00706
rms core, valence part / total error, 15-70 hartree = 0.00569, 0.01186
rms interference I, 15-70 hartree = 0.193
largest |I measured - I predicted| = 0.008
atomic core error / tail bound at 15 hartree = 0.9937
atomic core error / tail bound at 20 hartree = 0.9960
atomic core error / tail bound at 40 hartree = 0.9989
missing kinetic energy at 20 hartree: two atoms 24.0045, dimer 23.6430 millihartree, ratio 0.9849
missing kinetic energy at 40 hartree: two atoms 1.0585, dimer 1.0383 millihartree, ratio 0.9809
narrow-well source misfit: atomic core 0.0242, dimer valence 0.0248
every check passed
```
